\section*{The Hartree potential of a biased junction: ramp, boundary values and screening}

\section*{A periodic solver for a potential that is not periodic}

\textbf{Q.} In a transport calculation the left and right electrodes sit at different potentials. Suppose the Hartree potential is obtained with Fourier transforms, which return a function with equal values at the two ends of the cell. How can that be right?

\textbf{A.} It is not right by itself, but what is missing can be found in closed form. First the conventions. I use atomic units in the algebra. Let $n$ be the electron density, $n_+$ the density of positive charge, and $N=n-n_+$ the excess of electrons. The charge density is $-N$, so the electrostatic potential $V$ obeys $\nabla^2V=-4\pi(-N)=4\pi N$. An electron has the potential energy $U=-V$, hence
\begin{equation}
\nabla^2U=-4\pi N .
\label{poisson}
\end{equation}
Excess electrons raise $U$. The positive charge is included because the Hartree term of the electrons alone belongs to a charged system.

Transport runs along $z$, from $z=0$ to $z=L$, and the cell repeats laterally, with $\mathbf r$ the lateral position. The electrodes, computed beforehand as bulk systems, prescribe $U(\mathbf r,0)$ and $U(\mathbf r,L)$.

\textbf{Q.} What does the Fourier solver do with equation (\ref{poisson})?

\textbf{A.} It expands $N$ in plane waves with the wave vectors $\mathbf G$ of the three-dimensional cell. Since $\nabla^2$ multiplies each wave by $-G^2$, the periodic solution $\phi$ has the coefficients
\begin{equation}
\phi_{\mathbf G}=\frac{4\pi N_{\mathbf G}}{G^2},\qquad \mathbf G\neq0 .
\end{equation}
At $\mathbf G=0$ the equation reads $0=-4\pi N_0$. A periodic solution therefore exists only if the cell is neutral. I assume that for now. The constant $\phi_0$ is free.

\textbf{Q.} You may add something to $\phi$ to repair the end values, but why should it be a straight line?

\textbf{A.} Consider $w=U-\phi$. Both functions satisfy (\ref{poisson}) with the same $N$, so $\nabla^2w=0$ inside the cell. Laterally $w$ is periodic:
\begin{equation}
w(\mathbf r,z)=\sum_{\mathbf g}w_{\mathbf g}(z)\,e^{i\mathbf g\cdot\mathbf r},
\qquad w_{\mathbf g}''=g^2w_{\mathbf g},
\label{modes}
\end{equation}
where $\mathbf g$ are the lateral wave vectors. For $\mathbf g=0$ the equation is $w_0''=0$, so $w_0=a+bz$. Let a bar denote the lateral average. The end conditions are
\begin{align}
a&=\bar U(0)-\bar\phi(0),\\
a+bL&=\bar U(L)-\bar\phi(L).
\end{align}
Subtract the first from the second. Because $\bar\phi(L)=\bar\phi(0)$, the periodic part drops out:
\begin{equation}
b=\frac{\bar U(L)-\bar U(0)}{L}.
\label{slope}
\end{equation}
The electrode values alone fix the slope. The charge in the junction does not enter it.

\textbf{Q.} That settles the average. What about the components with $\mathbf g\neq0$?

\textbf{A.} Their solutions are hyperbolic functions. I choose one that vanishes at the right end and one that vanishes at the left end:
\begin{equation}
w_{\mathbf g}(z)=\frac{A_{\mathbf g}\sinh g(L-z)+B_{\mathbf g}\sinh gz}{\sinh gL}.
\label{evan}
\end{equation}
Setting $z=0$ and $z=L$ identifies the coefficients as the mismatches at the ends,
\begin{equation}
A_{\mathbf g}=U_{\mathbf g}(0)-\phi_{\mathbf g}(0),\qquad
B_{\mathbf g}=U_{\mathbf g}(L)-\phi_{\mathbf g}(0).
\end{equation}
If both vanish for every $\mathbf g\neq0$, then
\begin{equation}
U(\mathbf r,z)=\phi(\mathbf r,z)+\bar U(0)-\bar\phi(0)
+\frac{\bar U(L)-\bar U(0)}{L}\,z .
\label{main}
\end{equation}
So the ramp formula holds for a neutral cell whose periodic solution already carries the electrodes' lateral corrugation on the end planes. This is the situation when both electrodes are the same crystal, the right end continues into the left end in register, and the charge near the ends is bulk-like.

\textbf{Q.} Suppose the match is imperfect. Is the whole potential spoiled?

\textbf{A.} Not when $gL\gg1$ for the mismatched components. The left mismatch enters with the factor
\begin{equation}
\frac{\sinh g(L-z)}{\sinh gL}
=e^{-gz}\,\frac{1-e^{-2g(L-z)}}{1-e^{-2gL}}\le e^{-gz},
\end{equation}
and the right one likewise decays away from $z=L$. For given end data and given $N$, the error is largest near the ends. Its decay length $1/g$ grows with the lateral width of the cell: for $L=20$ \AA\ and a width of 40 \AA, 20\% of a left mismatch at the smallest $g$ is still present at mid-cell.

A two-dimensional case shows the size. The cell is 4 \AA\ wide and 20 \AA\ long, so the smallest $g$ is $2\pi/4=1.571$ \AA$^{-1}$. With matched planes, (\ref{main}) agrees with a direct finite-difference solution to $1.3\times10^{-4}$ eV. A lateral mismatch of amplitude 0.30 eV on the left plane, with 0.15 eV on the right plane, then gives near the left end a ramp-only error of 0.063 eV at 1 \AA\ depth and 0.013 eV at 2 \AA. The bound $0.30\,e^{-gz}$ gives 0.062 and 0.013 eV; the numerical value at 1 \AA\ exceeds it by $2\times10^{-4}$ eV, which is within the finite-difference error quoted next. Adding (\ref{evan}) brings the largest error down to $2.3\times10^{-4}$ eV.

\textbf{Q.} And if the cell is not neutral? With open boundaries the electron number is not fixed.

\textbf{A.} Let $Q$ be the excess number of electrons per lateral area. A solver that discards the $\mathbf G=0$ component really solves $\nabla^2\phi=-4\pi(N-Q/L)$, with a uniform compensating background. Subtracting this from (\ref{poisson}) gives, for the lateral average,
\begin{equation}
w_0''=-4\pi N_0+4\pi\left(N_0-\frac QL\right)=-\frac{4\pi Q}{L},
\end{equation}
where $N_0$ now means the lateral average at $z$. The function
\begin{equation}
\frac{2\pi Q}{L}\,z(L-z)
\label{parabola}
\end{equation}
has this second derivative and vanishes at both ends. It must be added to (\ref{main}); the slope (\ref{slope}) is unchanged. A parabola that matters is also a warning. By Gauss's law $\bar U'(L)-\bar U'(0)=-4\pi Q$, so the two ends cannot both be free of field.

\section*{Where the voltage drops}

\textbf{Q.} Now I have a more serious objection. The ramp runs through the electrodes. A metal does not carry a uniform electrostatic field of that kind, and its slope depends on how long I make the cell.

\textbf{A.} The ramp is one term in a decomposition and has no physical meaning alone. The density responds, and $\phi$ changes with it. Take identical electrodes and a bias energy $W=\mu_L-\mu_R$, where $\mu_L$ and $\mu_R$ are the electrodes' chemical potentials. Each electrode is shifted rigidly with its chemical potential, by $+W/2$ on the left and $-W/2$ on the right. From here on $U$ and $N$ denote lateral averages of the changes due to the bias. Equation (\ref{poisson}) is linear, so the changes obey it too, with $U(0)=W/2$ and $U(L)=-W/2$.

Integrating $U''=-4\pi N$ twice gives
\begin{align}
U'(z)&=U'(0)-4\pi\int_0^zN(s)\,ds,\\
-W&=U'(0)L-4\pi\int_0^L(L-s)N(s)\,ds .
\end{align}
In the double integral, the charge at $s$ contributes for all $z$ between $s$ and $L$, which is the factor $L-s$. For a neutral cell the term with $L$ vanishes. With $P=\int_0^LsN(s)\,ds$,
\begin{equation}
U'(0)=-\frac{W+4\pi P}{L}.
\label{dipole}
\end{equation}
Without a response, $P=0$ and the bare ramp remains. The electrode end is free of field when $P=-W/4\pi$: extra electrons on the left face of the gap, missing electrons on the right face. This dipole does not depend on $L$. The periodic part then has the slope $+W/L$ in the electrodes and cancels the ramp there.

\textbf{Q.} You have told me which dipole is needed. Why would the metal produce it?

\textbf{A.} That requires a model of the response. Take a local linear one. Let $D$ be the density of states per volume at the Fermi level, spin included, and let $\mu_{\rm loc}=\pm W/2$ be the shifted neutral level of each electrode. If $U$ lies below that level, states are filled until
\begin{equation}
N=D(\mu_{\rm loc}-U).
\end{equation}
Inserting this in Poisson's equation gives
\begin{equation}
U''=-4\pi D(\mu_{\rm loc}-U)=\frac{U-\mu_{\rm loc}}{\lambda^2},
\qquad \lambda=\frac1{\sqrt{4\pi D}} .
\end{equation}
Let each electrode buffer in the cell have length $\ell$, and let the gap between them have length $d$ and no induced charge, so $L=2\ell+d$. In the left buffer the solution with $U(0)=W/2$ is $U=W/2-C\sinh(z/\lambda)$. Call the slope in the gap $-F$. With no sheet of charge at the interface, $U'$ is continuous at $z=\ell$:
\begin{equation}
-\frac C\lambda\cosh\frac\ell\lambda=-F
\quad\Rightarrow\quad
C=\frac{F\lambda}{\cosh(\ell/\lambda)} .
\end{equation}
Therefore $U(\ell)=W/2-F\lambda\tanh(\ell/\lambda)$. The problem is unchanged by $z\to L-z$ together with $U\to-U$, so $U(\ell+d)=-U(\ell)$. The drop across the gap is $Fd$:
\begin{equation}
Fd=2U(\ell)=W-2F\lambda\tanh\frac\ell\lambda
\quad\Rightarrow\quad
F=\frac{W}{d+2\lambda\tanh(\ell/\lambda)} .
\label{field}
\end{equation}
The slope left over at the end planes is
\begin{equation}
|U'(0)|=\frac C\lambda=\frac{F}{\cosh(\ell/\lambda)} .
\label{end}
\end{equation}

\textbf{Q.} So is the drop confined or not?

\textbf{A.} It is when $\ell\gg\lambda$. Then $F\to W/(d+2\lambda)$, independent of the cell length, and the end slope is exponentially small. The drop occupies the gap plus a surface layer of order $\lambda$ on each side. In the opposite limit $\lambda\gg\ell$, $\tanh(\ell/\lambda)\to\ell/\lambda$ and $F\to W/(d+2\ell)=W/L$, which is the bare ramp. Equation (\ref{end}) also suggests a practical check: within this model, where each buffer is filled only from its own electrode, a visible slope at the end planes means that the boundary condition is cutting into the screening layer. The last section shows a second cause of such a slope, which longer buffers do not remove.

\section*{A junction with quantum electrodes}

\textbf{Q.} A local response is a strong assumption. Electrons near a surface are waves. Does the cancellation survive a nonequilibrium Green function calculation?

\textbf{A.} It does in the following model with round parameters. Planes are spaced $a=1$ \AA\ apart. Electrons have the free mass, which gives a hopping $t=1/(2a^2)$, or 3.81 eV, between planes. They move freely along the planes. The Fermi level is 2 eV above the band bottom, the thermal smearing is $k_BT_{\rm e}=0.1$ eV, and $W=0.200$ eV. Each buffer has 18 planes; six planes between them carry a barrier of 5 eV. With fixed end planes at 0 and 43 \AA, $L=43$ \AA. The positive background equals the zero-bias electron density, so $N$ vanishes without bias.

For the longitudinal Hamiltonian $H$ and lead self-energies $\Sigma_\alpha$, with $\alpha=L,R$, the density per area on plane $j$ is
\begin{align}
n_j&=\sum_{\alpha}\int\frac{dE}{2\pi}\,
\bigl[\mathcal G\Gamma_\alpha \mathcal G^\dagger\bigr]_{jj}\,f_\alpha(E),\\
\mathcal G&=(E-H-\Sigma_L-\Sigma_R)^{-1},\qquad
\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger).
\end{align}
This counts the scattering states filled from each lead; bound states are assumed absent. The factor $f_\alpha$ counts the transverse states. In two dimensions their density, with spin, is $1/\pi$ in atomic units, so
\begin{equation}
f_\alpha(E)=\int_0^\infty\frac{d\epsilon}{\pi}
\frac1{e^{(E+\epsilon-\mu_\alpha)/k_BT_{\rm e}}+1}
=\frac{k_BT_{\rm e}}{\pi}\ln\!\left(1+e^{(\mu_\alpha-E)/k_BT_{\rm e}}\right).
\end{equation}
The excess on the planes goes into the periodic solver, the ramp and (\ref{parabola}) are added, and the cycle is repeated to self-consistency. Exchange and correlation are left out.

\textbf{Q.} What does the local formula predict here?

\textbf{A.} The bulk density of states is $D=0.00985$ eV$^{-1}$\AA$^{-3}$, which is 0.0397 in atomic units. Hence $\lambda=(4\pi\times0.0397)^{-1/2}=1.42$ bohr, or 0.749 \AA. I place the metal edges half a spacing beyond the last metal planes, so $d=6$ \AA\ and $\ell=18.5$ \AA. Since $\ell/\lambda\approx25$, the hyperbolic tangent is 1 to the digits shown:
\begin{equation}
F=\frac{0.200}{6+2\times0.749}=\frac{0.200}{7.498}
=0.0267\ \text{eV/\AA}.
\end{equation}
The Green function result is 0.0261 eV/\AA, so the local value is about 2\% above it. That closeness belongs to this case; the derivation does not promise it. The plane spacing is larger than $\lambda$, so even the sign of the 2\% is not fixed: the same local model solved on the 1 \AA\ planes gives 0.0256 eV/\AA, and halving the spacing moves the Green function value to 0.0259 eV/\AA. The self-consistent profile is:
\begin{center}
\begin{tabular}{rrr}
$z$ (\AA) & bare ramp (eV) & $U$ (eV)\\
1 & 0.0953 & 0.1000\\
12 & 0.0442 & 0.1002\\
16 & 0.0256 & 0.1004\\
18 & 0.0163 & 0.0873\\
21 & 0.0023 & 0.0132\\
25 & $-0.0163$ & $-0.0871$\\
27 & $-0.0256$ & $-0.1004$\\
42 & $-0.0953$ & $-0.1000$
\end{tabular}
\end{center}
Between $z=14$ and 29 \AA, that is, from 4 \AA\ inside one metal end plane to 4 \AA\ inside the other, $U$ drops by 99.5\% of $W$. The bare ramp drops by 35\% of $W$ over the same interval. Between $z=1$ and 12 \AA, in the outer part of the left buffer, the periodic part has the mean slope $+0.00467$ eV/\AA, against $-0.200/43=-0.00465$ eV/\AA\ for the ramp.

\textbf{Q.} At 16 \AA\ your potential is above $W/2$. Your local solution cannot do that.

\textbf{A.} Correct: $W/2-C\sinh(z/\lambda)$ falls steadily. The overshoot of 0.0004 eV lies outside the local model. Friedel oscillations, the wavelike response of a Fermi sea to a surface charge, are the likely cause, but I have not isolated them here. For quantum electrodes the exponential law (\ref{end}) should therefore not be taken as a guarantee, and the buffer length has to be tested.

\textbf{Q.} Then test it. Make the cell longer.

\textbf{A.} With 26 planes in each buffer, $L=59$ \AA\ and the ramp slope changes from $-0.00465$ to $-0.00339$ eV/\AA. The self-consistent potential on the planes common to both cells changes by at most $2\times10^{-6}$ eV, or $10^{-5}$ of $W$. The periodic part absorbs the change of the ramp. A buffer that is too short behaves differently: for $\ell=1.0$ \AA\ the local model leaves a slope of 0.0135 eV/\AA\ at the end planes, about half of that in the gap.

\section*{When the electrode values are wrong}

\textbf{Q.} Your barrier lets almost nothing through. If I remove it, the electrodes still screen. Does the voltage still drop in the middle?

\textbf{A.} No. The end values $\pm W/2$ assume that each electrode is filled from its own reservoir, and transmission spoils this. Consider a lead with one channel, the same on both sides, and a scatterer with transmission $T$ and reflection $R=1-T$. To the left of it, a wave from the left is $e^{ikz}+re^{-ikz}$. Averaged over its oscillation, its density is $1+|r|^2=1+R=2-T$. A wave from the right arrives as $\tau e^{-ikz}$ with density $|\tau|^2=T$. The sum is 2, so the far electrode supplies the share $T/2$ of the local states.

To linear order in $W$, with $T$ constant over the bias window, the averaged excess deep in the left lead is
\begin{equation}
N=D\left[\left(1-\frac T2\right)\frac W2+\frac T2\left(-\frac W2\right)-U\right].
\end{equation}
Neutrality, $N=0$, gives
\begin{equation}
U_{\rm left}=(1-T)\frac W2,\qquad U_{\rm right}=-(1-T)\frac W2 ,
\label{share}
\end{equation}
the second by symmetry. Only $(1-T)W$ drops at the scatterer. The imposed end values force the remaining $TW/2$ to drop at each end of the cell, within a few screening lengths if the lead fills the lateral cell. The position of those drops is an artefact of the boundary condition; in a real device the missing $TW$ drops where the narrow lead widens into its reservoir. For a chain with hopping 3.81 eV and a single-site defect of 4 eV, at an energy 2 eV above the band bottom, $T=0.623$, and the Green functions give the far share 0.312, equal to $T/2$. This checks the share of states. The linear result needs a small bias. In the planar model with a single plane of 2 eV as the barrier and 20 planes per buffer, the weighted $1-T$ defined below is 0.445. The self-consistent plateaus are $+0.44$ and $-0.45$ of $W/2$ at $W=0.02$ eV. At $W=0.2$ eV the right plateau is $-0.49$ of $W/2$, but the left one falls to about zero, because states in the left buffer below the raised band bottom of the left lead are filled only from the right.

\textbf{Q.} Does the self-consistent calculation show these false drops?

\textbf{A.} Yes. With the barrier removed, the change of $U$ between 11 and 32 \AA\ is only 0.0003 eV in magnitude. The drops outside that interval are 0.125 eV on the left and 0.075 eV on the right. Equation (\ref{share}) with $T=1$ predicts 0.100 eV at each end. The flat middle is confirmed, the equal division is not. A plausible reason is the finite bias: the left lead has no propagating states below its raised band bottom, so it cannot fill the lowest longitudinal states of the middle region. A count supports this: those states form the fraction $x\approx\sqrt{(W/2-U)/E_F}\approx0.25$ with $E_F=2$ eV, neutrality then gives $U\approx-xW/2\approx-0.025$ eV, and the left share of the drop falls from 0.62 to 0.56 and 0.53 when $W$ is lowered to 0.05 and 0.0125 eV.

\textbf{Q.} How would I notice this in a real calculation, and what would I change?

\textbf{A.} Look at $\bar U$, relative to zero bias, near the end planes. A step there that stays at the ends when the buffers are lengthened points to electrodes out of equilibrium; a slope that disappears points to buffers that were too short. In the first case the contact should widen into an electrode with many channels. If $M$ lead channels have equal velocities and the transmissions sum to $T_{\rm tot}$, adding the densities above gives the far share $T_{\rm tot}/2M$, which is small for $M\gg T_{\rm tot}$. When the velocities differ, as for the transverse states of a planar electrode, the same sum weights each channel by its density of states at the Fermi level, and $T$ in (\ref{share}) becomes that weighted average, not the transmission at normal incidence. What matters is that this transmitted fraction is small; many channels alone are not enough, as the barrier-free planar cell shows. When the fraction is small, the shifted bulk values are good boundary data, and metallic buffers that fill the lateral cell and are much longer than $\lambda$ confine the drop to the junction. A thin metallic electrode surrounded by vacuum screens over a length set by the lateral cell instead: in the local model, a wire of radius 1.5 \AA\ in a cell of radius 10 \AA\ has a decay length near 10 \AA, about $13\lambda$, so its buffers must be tested against that length. The numerical check below covers both the confined case and the barrier-free wire.

\section*{Computed values}
\begin{verbatim}
2D cell: width 4.0, length 20.0 angstrom
2D matched planes, max error of periodic+ramp: 1.32e-04 eV
2D lateral mismatch amplitude at left plane: 0.30 eV
2D lateral wave number: 1.5708 1/angstrom
2D ramp-only error at z = 0.1 angstrom: 0.25647 eV
2D ramp-only error at z = 1.0 angstrom: 0.06257 eV
2D ramp-only error at z = 2.0 angstrom: 0.01305 eV
2D ramp-only error at z = 4.0 angstrom: 0.00057 eV
2D max error with evanescent terms: 2.26e-04 eV
Charged cell, max error with parabola: 1.7e-14 eV
Model: plane spacing 1.0 angstrom, hopping 3.8100 eV
Model: Fermi level 2.0 eV, smearing 0.1 eV
Model: barrier 5.0 eV, gap 6.0 angstrom
Bias W: 0.200 eV = 0.007350 hartree
Bulk density: 0.013064 1/angstrom^3
Bulk density of states: 0.009849 1/(eV angstrom^3)
Screening length: 0.7491 angstrom = 1.4155 bohr
Cell lengths, short and long: 43.0, 59.0 angstrom
Bare ramp slope, short cell: -0.004651 eV/angstrom
Bare ramp slope, long cell: -0.003390 eV/angstrom
NEGF periodic-part slope in left buffer: 0.004674 eV/angstrom
NEGF profile: z (angstrom), bare ramp (eV), screened U (eV)
    1.0    0.09535    0.09998
    6.0    0.07209    0.09994
   12.0    0.04419    0.10023
   16.0    0.02558    0.10040
   18.0    0.01628    0.08728
   20.0    0.00698    0.03926
   21.0    0.00233    0.01323
   22.0   -0.00233   -0.01292
   23.0   -0.00698   -0.03896
   25.0   -0.01628   -0.08710
   27.0   -0.02558   -0.10040
   31.0   -0.04419   -0.10024
   37.0   -0.07209   -0.09994
   42.0   -0.09535   -0.09998
Largest deviation in outer 12 planes: 0.000236 eV
Largest change on lengthening buffers: 0.000002 eV
Drop from 4 angstrom inside each metal end plane, screened: 0.9950 of W
Same interval, bare ramp: 0.3488 of W
Net excess electrons, short cell: 8.19e-10 1/angstrom^2
Gap slope magnitude, NEGF: 0.026073 eV/angstrom
Gap slope magnitude, local model: 0.026673 eV/angstrom
Effective drop length W/F, NEGF: 7.671 angstrom
Effective drop length W/F, local: 7.498 angstrom
Local end slope, 18.5 angstrom buffer: 1.00e-12 eV/angstrom
Local end slope, 1.0 angstrom buffer: 0.013478 eV/angstrom
Wire without barrier, drop z = 11 to 32 angstrom: -0.000303 eV
Wire drops at left and right ends: 0.12483, 0.07547 eV
One channel: defect 4.0 eV, T 0.62335, far share 0.31168
\end{verbatim}
